# Takahashi Relations and the Backward Recursion for Selected Entries of an Inverse

## Definitions and conventions

Let $A$ be an $n\times n$ matrix, real or complex, with $A=A^T$. The superscript $T$ denotes transposition without complex conjugation. The inverse is $Z=A^{-1}$. It is also symmetric, because transposing $AZ=I$ gives $Z^TA=I$, so $Z^T=Z$.

Gaussian elimination without row exchanges produces the factors of $A$. Start from $A^{(1)}=A$. At step $i$ the matrix $A^{(i)}$ carries the indices $i,\dots,n$, and one sets

$$d_i=A^{(i)}_{ii},\qquad L_{ki}=\frac{A^{(i)}_{ki}}{d_i}\quad(k>i),\qquad L_{ii}=1,$$

$$A^{(i+1)}_{kj}=A^{(i)}_{kj}-L_{ki}\,d_i\,L_{ji}\qquad(k,j>i). \tag{1}$$

Entries of $L$ above the diagonal are zero, and $D=\mathrm{diag}(d_1,\dots,d_n)$. For $k\ge j$, adding up the subtractions made before step $j$ gives

$$A_{kj}=\sum_{i<j}L_{ki}d_iL_{ji}+A^{(j)}_{kj}=\sum_{i\le j}L_{ki}d_iL_{ji},$$

since $A^{(j)}_{kj}=L_{kj}d_j$ and $L_{jj}=1$. With the symmetry of $A$ this is $A=LDL^T$.

The elimination divides by $d_1,\dots,d_{n-1}$, and the inverse needs $1/d_n$ as well, so every pivot $d_i$ must be nonzero. The leading $m\times m$ block of $A$ is the product of the leading blocks of $L$, $D$ and $L^T$, so its determinant is $d_1d_2\cdots d_m$. All pivots are therefore nonzero if and only if all leading principal minors of $A$ are nonzero. This is assumed from here on. Invertibility of $A$ alone is not enough: the matrix with rows $(0,1)$ and $(1,0)$ is invertible, but its first pivot is zero.

For sparse $A$, let $S_i$ be the set of rows below the diagonal in which column $i$ of $L$ may be nonzero. It is found from positions alone. Begin with $S_i=\{k>i: A_{ki}\neq0\}$. Then, for $i=1,2,\dots$, whenever $j<k$ both belong to $S_i$, put $k$ into $S_j$. This rule records the positions that the subtraction in (1) can fill, so $L_{ki}=0$ for $k>i$ outside $S_i$.

The result to be derived is the recursion, for $i=n,n-1,\dots,1$,

$$Z_{ji}=-\sum_{k\in S_i}Z_{jk}L_{ki}\quad(j\in S_i),\qquad Z_{ii}=\frac1{d_i}-\sum_{k\in S_i}L_{ki}Z_{ki}. \tag{2}$$

## First derivation: the Takahashi relation

Insert the factorization into $AZ=I$:

$$LDL^TZ=I.$$

Multiplying from the left by $L^{-1}$ and then by $D^{-1}$ gives $L^TZ=D^{-1}L^{-1}$. Both inverses exist, because $L$ has unit diagonal and the pivots are nonzero. Now write $Z=L^TZ+(I-L^T)Z$ and replace the first term:

$$Z=D^{-1}L^{-1}+(I-L^T)Z. \tag{3}$$

This is the Takahashi relation. It has $Z$ on both sides and contains $L^{-1}$, which is not known. It becomes an algorithm through the triangular shape of its terms.

The inverse of a unit lower triangular matrix is unit lower triangular. Hence $(D^{-1}L^{-1})_{ij}=\delta_{ij}/d_i$ for $i\le j$. The matrix $I-L^T$ is strictly upper triangular, with entries $-L_{ki}$ at position $(i,k)$, $k>i$. The upper triangle of (3) therefore reads

$$Z_{ij}=\frac{\delta_{ij}}{d_i}-\sum_{k>i}L_{ki}Z_{kj}\qquad(i\le j), \tag{4}$$

and $L^{-1}$ has disappeared. The lower triangle of (3) is equally true, but it contains unknown entries of $L^{-1}$. It is not needed, since $Z_{ji}=Z_{ij}$.

Take $j>i$ in (4). The Kronecker delta vanishes, the sum shrinks to $k\in S_i$, and symmetry turns $Z_{ij}$ into $Z_{ji}$ and $Z_{kj}$ into $Z_{jk}$. This is the first formula in (2). Its right side contains only entries of $Z$ with both indices larger than $i$, which are known when $i$ runs downward. Setting $j=i$ in (4) gives the second formula, which uses the entries $Z_{ki}$ just found. The start is $Z_{nn}=1/d_n$, because $S_n$ is empty.

## Second derivation: putting one index back

The same recursion follows without $L^{-1}$ and without relation (3), by undoing one elimination step at a time. Let $R=\{i+1,\dots,n\}$, let $\ell$ be the column of entries $L_{ki}$ with $k\in R$, and write $d=d_i$. Solving (1) for $A^{(i)}$ gives

$$A^{(i)}=\begin{pmatrix} d & d\,\ell^T\\ d\,\ell & A^{(i+1)}+d\,\ell\ell^T\end{pmatrix}.$$

Suppose that $Z^{(i+1)}=(A^{(i+1)})^{-1}$ is known. The inverse of $A^{(i)}$ is sought in the form

$$Z^{(i)}=\begin{pmatrix}\zeta & v^T\\ w & Y\end{pmatrix}.$$

The first column of $A^{(i)}Z^{(i)}=I$ gives two equations:

$$d(\zeta+\ell^Tw)=1,\qquad d\,\ell(\zeta+\ell^Tw)+A^{(i+1)}w=0.$$

By the first, the leading term of the second equals $\ell$. Hence

$$w=-Z^{(i+1)}\ell,\qquad \zeta=\frac1d-\ell^Tw. \tag{5}$$

The remaining columns give

$$d(v^T+\ell^TY)=0,\qquad d\,\ell(v^T+\ell^TY)+A^{(i+1)}Y=I.$$

The first bracket vanishes, so $Y=Z^{(i+1)}$ and $v^T=-\ell^TZ^{(i+1)}=w^T$, the last step by symmetry of $Z^{(i+1)}$.

The block $Y$ shows that restoring index $i$ leaves the inverse on the later indices unchanged. Starting from $Z^{(n)}=1/d_n$ and working back to $Z^{(1)}=Z$, each $Z^{(i)}$ is the trailing block of the full inverse. The components of (5) are then

$$Z_{ji}=-\sum_{k>i}Z_{jk}L_{ki}\quad(j>i),\qquad Z_{ii}=\frac1{d_i}-\sum_{k>i}L_{ki}Z_{ki}.$$

Dropping the terms with $L_{ki}=0$ and keeping the rows $j\in S_i$ gives (2).

Combining the two parts of (5) yields $Z_{ii}=1/d_i+\ell^TZ^{(i+1)}\ell$. If the matrix ended at index $i$, the second term would be absent. Thus $1/d_i$ is the last diagonal entry of the inverse of the leading $i\times i$ block, and the second term is the effect of all later indices.

## Why the selected entries suffice

Neither derivation has yet shown that (2) can run on stored entries alone. For column $i$ it reads $Z_{jk}$ with $j,k\in S_i$. If $j=k$, this is a diagonal entry, which is stored. If $j<k$, the rule defining the pattern has put $k$ into $S_j$, so $Z_{kj}$ is stored too. The case $j>k$ follows by symmetry. The recursion therefore produces all entries of $Z$ on the structural pattern of $L+L^T$ and reads none outside it.

The pattern must be structural, because an accidental zero in $L$ need not be a zero in $Z$. Consider the dimensionless matrix

$$A
\;=\;
\begin{pmatrix}1&1&1&0\\1&2&1&1\\1&1&2&1\\0&1&1&3\end{pmatrix}.$$

Its elimination gives $d_i=1$ for all $i$, $L_{21}=L_{31}=L_{42}=L_{43}=1$ and $L_{41}=0$. The entry $L_{32}$ is proportional to $A_{32}-L_{31}d_1L_{21}=1-1=0$. The recursion gives $Z_{44}=1$, $Z_{43}=-1$, $Z_{33}=2$, and then $Z_{32}=-(Z_{33}L_{32}+Z_{34}L_{42})=1$, which is not zero. Column 1 needs this entry. With it $Z_{11}=7$; with $Z_{32}$ set to zero the recursion returns 5.

With $s_i$ elements in $S_i$, column $i$ costs $s_i^2$ multiplications for the off-diagonal entries and $s_i$ for the diagonal one. The total $\sum_i(s_i^2+s_i)$ is linear in $n$ if the $s_i$ stay bounded as $n$ grows. Sparsity of $A$ alone does not ensure this, since fill can enlarge the $S_i$.

## Green functions

In electronic structure, let $H$ be a real symmetric Hamiltonian in an orthonormal basis and take $A=zI-H$ with $\mathrm{Im}\,z>0$. Then $Z$ is the Green function. Every leading block of $H$ has real eigenvalues, so no leading minor of $A$ vanishes and the factorization exists in any ordering of the sites.

The pivots can also be bounded. Let $B$ be the sites before $i$, $H_B$ their Hamiltonian and $h$ their coupling to $i$. Since $1/d_i$ is the last diagonal entry of the inverse of the leading block, solve for the last column $(x_B,x_i)$ of that inverse:

$$(z-H_B)x_B-h\,x_i=0,\qquad (z-H_{ii})x_i-h^Tx_B=1.$$

Eliminating $x_B$ and using $x_i=1/d_i$ gives

$$d_i=z-H_{ii}-h^T(z-H_B)^{-1}h.$$

With real eigenvectors $u_a$ and eigenvalues $\varepsilon_a$ of $H_B$,

$$\mathrm{Im}\,d_i=\mathrm{Im}\,z\left[1+\sum_a\frac{(u_a^Th)^2}{|z-\varepsilon_a|^2}\right]\ge\mathrm{Im}\,z.$$

The bound weakens as $z$ approaches the real axis, where a pivot may become small or vanish. A small pivot costs accuracy in floating point even when $A$ is well conditioned. For the ring below at $z=1+\mathrm i\eta$ eV the first pivot is $\mathrm i\eta$, the condition number of $A$ stays below 10, and the rounding error of the recursion grows roughly as $1/\eta$, reaching about $10^{-8}$ 1/eV at $\eta=10^{-8}$ eV in double precision.

## A six-site ring

Consider a model ring with site energies $+1$ eV on odd sites and $-1$ eV on even sites, and hopping matrix element $-1$ eV. At $z=\mathrm i$ eV the diagonal of $A$ alternates between $-1+\mathrm i$ and $1+\mathrm i$ eV, and neighbouring sites are joined by $+1$ eV.

The first steps of the elimination are, with energies in eV,

$$d_1=-1+\mathrm i,\qquad L_{21}=L_{61}=\frac1{d_1}=-0.5-0.5\mathrm i,$$

$$d_2=1+\mathrm i-\frac1{d_1}=1.5+1.5\mathrm i,\qquad L_{62}=\frac{-1/d_1}{d_2}=0.333.$$

Sites 2 and 6 are not neighbours, so $L_{62}$ is fill. The other fill positions are 63 and 64.

The backward sweep starts from $d_6=1.8+1.8\mathrm i$ eV and $L_{65}=-0.4-0.4\mathrm i$. In units of 1/eV,

$$Z_{66}=\frac1{d_6}=0.278-0.278\mathrm i,\qquad Z_{65}=-Z_{66}L_{65}=0.222.$$

At the end of the sweep, column 1 needs $Z_{22}=Z_{66}$ and the fill entry $Z_{62}=-0.0556+0.0556\mathrm i$:

$$Z_{21}=-(Z_{22}L_{21}+Z_{26}L_{61})=(0.5+0.5\mathrm i)(0.222-0.222\mathrm i)=0.222.$$

The same arithmetic gives $Z_{61}=0.222$, and

$$Z_{11}=\frac1{d_1}-L_{21}Z_{21}-L_{61}Z_{61}=-0.278-0.278\mathrm i.$$

If the three fill entries of $Z$ are set to zero as the sweep reaches them, so that the error also enters later-computed entries such as $Z_{22}$, $Z_{11}$ becomes $-0.227-0.227\mathrm i$. They are needed although $H$ vanishes there. Six other pairs are never computed, although their entries of $Z$ are nonzero; for instance $Z_{31}=0.0556+0.0556\mathrm i$.

The sets $S_1,\dots,S_6$ have 2, 2, 2, 2, 1 and 0 elements, so the recursion takes $4\cdot6+2=26$ multiplications. Rings of 60, 120 and 180 sites take 350, 710 and 1070, an increase of 6 per added site.

## Energy from selected entries

For independent electrons moving in a fixed one-particle Hamiltonian $H$, the energy with two electrons per occupied level is $E=2\,\mathrm{Tr}(PH)$, where $P$ is the density matrix per spin. The trace needs $P$ only where $H$ is nonzero. Since $P$ is the integral of $(z-H)^{-1}/(2\pi\mathrm i)$ around the occupied levels, selected entries of $Z$ suffice. This form needs a gap between occupied and empty levels for the contour to pass through; the closer a level lies to the contour, the more quadrature nodes are needed.

Use a circle of centre $c$ and radius $r$, with $M$ nodes at angles $\theta_m=2\pi(m+\tfrac12)/M$, $M$ even. As $dz=\mathrm i\,re^{\mathrm i\theta}d\theta$, and as $Z(z^*)=Z(z)^*$ for real $H$,

$$P\approx\frac2M\,\mathrm{Re}\sum_{\text{upper half}}re^{\mathrm i\theta_m}Z(c+re^{\mathrm i\theta_m}).$$

A level $\varepsilon$, with $x=(\varepsilon-c)/r$ and $q_m=e^{\mathrm i\theta_m}$, receives the weight

$$\frac1M\sum_m\frac1{1-x/q_m}=\sum_{p\ge0}(-1)^px^{pM}=\frac1{1+x^M}.$$

Here $q_m^M=-1$, and the sum of $q_m^{-k}$ over the nodes vanishes unless $k$ is a multiple of $M$. The series needs $|x|<1$, but both ends are rational functions of $x$, so their equality extends to $|x|>1$.

The ring levels are $\pm2.236$ eV, once each, and $\pm1.414$ eV, twice each. With $c=-2$ eV and $r=2$ eV the circle encloses the negative ones. Diagonalization gives $E=-2(\sqrt5+2\sqrt2)$ eV $=-10.129$ eV. The contour energy differs from this by $1.1\times10^{-3}$ eV for 16 nodes and $2.1\times10^{-7}$ eV for 32.

With 32 nodes, odd and even sites hold 0.3795 and 1.6205 electrons, and $P_{21}=0.2669$. By the symmetry of the ring all six bonds are equal, so

$$E=3(0.3795-1.6205)\,\text{eV}-2\cdot2\cdot6\cdot0.2669\,\text{eV}=-10.129\ \text{eV},$$

or $-1.623\times10^{-18}$ J.

On a disordered $12\times12$ square lattice with open edges and nearest-neighbour hopping, row-by-row ordering stores 16.7 % of the triangle of $Z$ and takes 20174 multiplications. One random ordering stores 23.6 % and takes 68428; other random orderings give different counts. The diagonal entries of $Z$ for each site agree between the two orderings, as they must, since reordering only permutes the rows and columns of $Z$.

## What each derivation assumes

Both derivations need nonzero pivots, and neither needs sparsity, which enters through the closure argument. They differ in what they take as given.

The first takes the complete factorization and the existence of $Z$ as given, and obtains a relation for the whole matrix. It shows where symmetry is used. For a nonsymmetric $A=LDU$, with $U$ unit upper triangular, the same algebra gives $Z=D^{-1}L^{-1}+(I-U)Z$, whose upper triangle is still usable. The lower triangle then needs a second relation, $Z=U^{-1}D^{-1}+Z(I-L)$, which follows from $ZLDU=I$. The two must be run together in one backward sweep, since each reads entries from both triangles of the trailing block. This is the case for a complex Hermitian $H$, for which $zI-H$ is in general not symmetric.

The second assumes, at each step, a nonzero $d_i$ and a known inverse of the remainder. It constructs $Z$ and so proves that it exists. It yields the recursion but not the lower triangle of (3). In return it identifies each trailing block of $Z$ as the inverse of a partly eliminated matrix: for a Green function, the propagation among the remaining sites with the eliminated ones taken into account.

## Computed values

```
Ring: sites 6, site energies +/-1.0 eV, hopping -1.0 eV
Complex energy z = 0.00000+1.00000i eV
d1 = -1.00000+1.00000i eV; Z11 = -0.27778-0.27778i 1/eV
d2 = 1.50000+1.50000i eV; Z22 = 0.27778-0.27778i 1/eV
d3 = -1.33333+1.33333i eV; Z33 = -0.27778-0.27778i 1/eV
d4 = 1.37500+1.37500i eV; Z44 = 0.27778-0.27778i 1/eV
d5 = -1.36364+1.36364i eV; Z55 = -0.27778-0.27778i 1/eV
d6 = 1.80000+1.80000i eV; Z66 = 0.27778-0.27778i 1/eV
L21 = -0.50000-0.50000i; Z21 = 0.22222+0.00000i 1/eV
L61 = -0.50000-0.50000i; Z61 = 0.22222+0.00000i 1/eV
L32 = 0.33333-0.33333i; Z32 = 0.22222+0.00000i 1/eV
L62 = 0.33333+0.00000i; Z62 = -0.05556+0.05556i 1/eV
L43 = -0.37500-0.37500i; Z43 = 0.22222+0.00000i 1/eV
L63 = 0.12500+0.12500i; Z63 = -0.11111+0.00000i 1/eV
L54 = 0.36364-0.36364i; Z54 = 0.22222+0.00000i 1/eV
L64 = -0.09091+0.00000i; Z64 = -0.05556+0.05556i 1/eV
L65 = -0.40000-0.40000i; Z65 = 0.22222+0.00000i 1/eV
Fill positions: 62 63 64
Pairs not computed: 31 41 51 42 52 53
Uncomputed Z31 (dense inverse) = 0.05556+0.05556i 1/eV
Z11 if fill entries of Z are dropped = -0.22727-0.22727i 1/eV
Site-1 density of states, Lorentzian-broadened, per spin = 0.08842 1/eV
Recursion multiplications, 6-site ring = 26
Recursion multiplications, 60-site ring = 350
Recursion multiplications, 120-site ring = 710
Recursion multiplications, 180-site ring = 1070
4x4 test matrix rows (dimensionless): 1 1 1 0; 1 2 1 1; 1 1 2 1; 0 1 1 3
4x4 test: L32 = 0.0, Z32 = 1.0
4x4 test: Z11 = 7.0, with Z32 dropped = 5.0
Contour centre = -2.0 eV, radius = 2.0 eV
Ring levels (eV): -2.23607 -1.41421 -1.41421 1.41421 1.41421 2.23607
Energy, 16 contour nodes = -10.1278757 eV; error = 1.11e-03 eV
Energy, 32 contour nodes = -10.1289900 eV; error = 2.09e-07 eV
Energy by diagonalization = -10.1289902 eV
Energy, 32 nodes, converted = -1.62284e-18 J
Electrons on sites 1 and 2 = 0.37952, 1.62048
Density-matrix element P21 per spin = 0.26692
Lattice: 12 x 12 sites, z = 0.30000+0.05000i eV
Order row by row: 16.7 % of triangle, 20174 multiplications
  smallest Im d = 0.05000 eV, max error = 5e-14 1/eV
Order random: 23.6 % of triangle, 68428 multiplications
  smallest Im d = 0.05000 eV, max error = 1e-13 1/eV
```
